# Valley Degeneracy and the Binding of the Electron-Hole Liquid, part 2

The question is whether a calculation of droplet formation in a many-valley semiconductor should put its effort into mean-field band structure or into correlation. The model liquid has \(n\) electrons and \(n\) holes per volume, in \(g_e\) valleys and \(g_h\) bands. One valley or band with one spin is a flavour. The bands are parabolic and isotropic, the temperature is zero, and the interaction, reduced by a dielectric constant \(\varepsilon\), conserves flavour.

In units \(\hbar=e^2/(4\pi\varepsilon_0\varepsilon)=\mu=1\), with \(\mu\) the reduced mass, \(1/m_e+1/m_h=1\). The energy unit is \(2\,\mathrm{Ry}_x\), and the exciton lies at \(-1\,\mathrm{Ry}_x\). Species \(i=e,h\) has Fermi wavevector \(k_i\), with \(n=g_ik_i^3/(3\pi^2)\).

For \(g_e=g_h=g\), \(k_e=k_h=k\), and the equally filled Hartree-Fock energy per pair has a minimum independent of \(g\):

\[
E_{\rm HF}(k)=\frac{3}{10}k^2-\frac{3}{2\pi}k
=\frac{3}{10}\left(k-\frac{5}{2\pi}\right)^2-\frac{15}{8\pi^2}. \tag{7}
\]

\[
E_{\rm HF}^{\min}=-\frac{15}{8\pi^2}=-\frac{15}{4\pi^2}\,\mathrm{Ry}_x\simeq-0.380\,\mathrm{Ry}_x,
\qquad k=\frac{5}{2\pi},\qquad n=\frac{125\,g}{24\pi^5}. \tag{8}
\]

For unequal degeneracies, with \(a=g_e^{-1/3}\) and \(b=g_h^{-1/3}\),

\[
E_{\rm HF}^{\min}=-\frac{15}{32\pi^2}\,\frac{(a+b)^2}{a^2/m_e+b^2/m_h}. \tag{10}
\]

Even with unequally filled flavours,

\[
\left|E_{\rm HF}^{\min}\right|\le\frac{15}{8\pi^2}\,\frac{m_e+m_h}{4}. \tag{11}
\]

For ellipsoidal valleys with longitudinal mass \(m_l\), transverse mass \(m_t\), \(r=m_t/m_l\) and density-of-states mass \(m_d=(m_lm_t^2)^{1/3}\), electron exchange is multiplied by

\[
\phi=\int_0^1\frac{dc}{\sqrt{r^{2/3}c^2+r^{-1/3}(1-c^2)}}
=r^{1/6}\int_0^1\frac{dc}{\sqrt{1-(1-r)c^2}}
=r^{1/6}\,\frac{\arcsin\sqrt{1-r}}{\sqrt{1-r}}. \tag{12}
\]

The equal-degeneracy minimum is then multiplied by \([(1+\phi)/2]^2\).

In the random-phase approximation (RPA), the correlation energy per volume is

\[
\frac{E_c}{V}=\frac1{2\pi}\int\!\frac{d^3q}{(2\pi)^3}\int_0^\infty\!d\omega\left[\ln(1+v_q\chi_0)-v_q\chi_0\right]. \tag{18}
\]

Here \(v_q=4\pi/q^2\) and \(\chi_0=g_eP_e+g_hP_h\). The response of one valley or band with both spins at imaginary frequency \(i\omega\) is \(P_i=2\int_{k<k_i}\frac{d^3k}{(2\pi)^3}\frac{2\Delta}{\Delta^2+\omega^2}\), where \(\Delta=(q^2/2+\mathbf k\cdot\mathbf q)/m_i\) is positive for every allowed excitation.

### Strict lowering with degeneracy

For \(g_e=g_h=g\) at fixed \(k\), put \(y=v_q(P_e+P_h)\). This quantity does not depend on \(g\), and it is positive, since every allowed excitation has \(\Delta>0\). Dividing (18) by \(n=gk^3/(3\pi^2)\) gives the correlation energy per pair,

\[
\epsilon_c(k,g)=\frac{3\pi}{2k^3}\int\!\frac{d^3q}{(2\pi)^3}\int_0^\infty\!d\omega\;\frac{\ln(1+gy)-gy}{g}. \tag{20}
\]

The derivative of the integrand with respect to \(g\) is

\[
\frac{1}{g^2}\left[\frac{gy}{1+gy}-\ln(1+gy)\right]<0. \tag{21}
\]

The sign follows because \(\ln(1+z)-z/(1+z)\) vanishes at \(z=0\) and has the derivative \(z/(1+z)^2>0\). So \(\epsilon_c\) falls strictly with \(g\) at every \(k\), while \(E_{\rm HF}(k)\) stays fixed. Let \(k_g\) minimize the total for degeneracy \(g\). For \(g'>g\), the new total at \(k_g\) is already below the old minimum, and its own minimum is no higher. Within RPA, the liquid's energy per pair therefore drops strictly with \(g\), and correlation supplies the whole drop.

The reason is visible in the integrand. For \(gy\ll1\) it equals \(-gy^2/2\): each particle finds \(g\) times as many partners with which to correlate, and the Pauli principle does not keep partners of other flavours away. For \(gy\gg1\) it approaches \(-y\): screening by the many flavours saturates the contribution of such \(q\) and \(\omega\). This slows the gain but does not bound it, because the region with \(gy\gg1\) widens with \(g\). For very large \(g\) it extends to \(q^4\sim gk^3\) and \(\omega\sim q^2\), so (20) scales as \(q^5/(gk^3)\) and grows about as \(g^{1/4}\) at fixed \(k\).

### What RPA omits at second order

RPA contains the direct second-order term but not its exchange partner. Second-order perturbation theory for occupied states \(i,j\) and empty states \(a,b\) gives

\[
-\frac14\sum_{ijab}\frac{|\langle ij|ab\rangle-\langle ij|ba\rangle|^2}{D}
=-\frac12\sum_{ijab}\frac{|\langle ij|ab\rangle|^2}{D}+\frac12\sum_{ijab}\frac{\langle ij|ab\rangle\langle ba|ij\rangle}{D},
\]

with \(D\) the excitation energy. In the last term all four states have the same flavour. Let \(i=\mathbf k\), \(a=\mathbf k+\mathbf q\) and \(b=\mathbf k+\mathbf q'\). Momentum conservation fixes \(j=\mathbf k+\mathbf q+\mathbf q'\), and then

\[
D=\frac{|\mathbf k+\mathbf q|^2+|\mathbf k+\mathbf q'|^2-k^2-|\mathbf k+\mathbf q+\mathbf q'|^2}{2m_i}=-\frac{\mathbf q\cdot\mathbf q'}{m_i}.
\]

Measure momenta in units of \(k_i\). The three momentum integrals give \(k_i^9\), the two interactions \(k_i^{-4}\) and the denominator \(k_i^{-2}\), so the energy per volume scales as \(2g_i\,m_ik_i^3\). The density \(g_ik_i^3/(3\pi^2)\) has the same dependence on \(g_i\) and \(k_i\), so both cancel in the energy per particle:

\[
\epsilon_{2x,i}=C\,m_i,\qquad
C=\frac{3}{32\pi^5}\int\frac{d^3k\,d^3q\,d^3q'}{q^2q'^2\,|\mathbf q\cdot\mathbf q'|}. \tag{22}
\]

The integral runs over \(\mathbf k\) and \(\mathbf k+\mathbf q+\mathbf q'\) inside the unit sphere, and \(\mathbf k+\mathbf q\) and \(\mathbf k+\mathbf q'\) outside it. The prefactor is \(\tfrac12\cdot2\cdot(4\pi)^2\cdot3\pi^2/(2\pi)^9\). The established closed value is \(C=\tfrac16\ln2-3\zeta(3)/(4\pi^2)=0.02418\). Random sampling of (22) with \(q\) and \(q'\) between 0.02 and 10 gives 0.0240, about one per cent lower.

This term raises the energy by \(C(m_e+m_h)\) per pair, whatever the density and degeneracy. It weakens the binding, but at this order it shifts all minima equally and leaves the gain with \(g\) unchanged.

### Numbers for a diamond-like liquid

Take the rough values \(\varepsilon=5.7\), \(m_e=0.5\) and \(m_h=0.4\) free-electron masses. Then \(\mu=0.5\times0.4/0.9=0.222\), \(\mathrm{Ry}_x=93.1\) meV, and the exciton radius is 1.36 nm. Equation (8) gives a Hartree-Fock minimum of \(-0.380\times93.1=-35.4\) meV. Direct numerical minimization returns this value for \(g=1\), 2 and 6, at densities of 0.68, 1.36 and \(4.08\times10^{19}\ \mathrm{cm^{-3}}\), in proportion to \(g\).

With \(k\) held at the Hartree-Fock optimum of 0.586 nm⁻¹, the RPA correlation energy per pair is \(-46.6\), \(-65.1\), \(-104.0\) and \(-135.5\) meV for \(g=1\), 2, 6 and 12. When the density is free to minimize the sum of Hartree-Fock and RPA correlation energies, the results are:

| \(g_e,g_h\) | \(n\) (10¹⁹ cm⁻³) | HF (meV) | Corr. (meV) | Total (meV) |
|---|---|---|---|---|
| 1, 1 | 1.4 | −32.7 | −52.4 | −85.1 |
| 2, 2 | 3.8 | −29.5 | −78.0 | −107.5 |
| 6, 6 | 19.5 | −18.8 | −141.4 | −160.2 |
| 6, 3 | 10.3 | −22.0 | −114.9 | −136.8 |

From \((1,1)\) to \((6,6)\) the total falls by 75 meV. At the actual densities the Hartree-Fock part rises by 14 meV and the correlation part falls by 89 meV. The density grows by a factor of about 14, not 6, because \(k\) grows too: the densities give 1.28 times the Hartree-Fock optimum for \((1,1)\) and 1.68 times for \((6,6)\). At a minimum of the total the slopes of the two parts cancel. By (7) the Hartree-Fock slope is positive at these \(k\) and larger for \((6,6)\), so correlation deepens with \(k\) there, and more steeply for the larger degeneracy. Mean field thus resists the contraction that correlation drives.

Diamond has six conduction valleys and three valence bands near the gap, which the case \((6,3)\) imitates. Here \(a=6^{-1/3}=0.550\) and \(b=3^{-1/3}=0.693\), while the masses in units of \(\mu\) are 2.25 and 1.80. The fraction in (10) is

\[
\frac{(0.550+0.693)^2}{0.550^2/2.25+0.693^2/1.80}\simeq3.85,
\]

instead of 4. The equally filled Hartree-Fock minimum is therefore \(-34.0\) meV, which is 1.3 meV weaker than for equal degeneracy. This is not the lowest determinant of filled spheres. Putting the electrons into half as many flavours as the holes makes the fraction 4.05 and the minimum \(-35.8\) meV, a value open to \((1,1)\), \((6,3)\) and \((6,6)\) alike. The ceiling (11) is \((2.25+1.80)/4=1.0125\) times the equal-degeneracy value, so for these masses no choice of degeneracies or polarization could gain more than 0.45 meV in Hartree-Fock. The total for \((6,3)\) is nevertheless 52 meV below that for \((1,1)\). In this model the degeneracy of diamond stabilizes the liquid through correlation, although it slightly weakens the equally filled Hartree-Fock minimum.

A droplet is stable against dissociation into free excitons if the liquid lies below \(-93.1\) meV. In RPA the \((1,1)\) liquid lies 8 meV above the exciton and the \((6,3)\) liquid 44 meV below it. Second-order exchange adds \(0.02418\times4.05\times2\times93.1=18\) meV to each, which gives 26 meV above and 26 meV below. The bare second-order term is a high-density correction, whereas each species here has an effective \(r_s=1.92\,m_i/k_i\) between 2.5 and 4.3. In a one-component gas at such \(r_s\) the full correction beyond RPA is about 0.015 rather than \(C=0.024\), so these two figures are only indicative. The size of this correction shows that the absolute binding is uncertain by ten to twenty meV or more. At this order the difference between the two cases is unaffected.

### Sizes of the other neglected effects

**Mass anisotropy.** With \(m_t/m_l=0.2\) at a fixed density-of-states mass, (12) weakens the equal-degeneracy Hartree-Fock minimum by 1.9 meV, or by less if the shape of the filled region is allowed to adjust. The exciton becomes shallower too, by several meV, because the mean inverse mass \((1/m_l+2/m_t)/3\) is larger than \(1/m_d\). The change in binding against excitons therefore cannot be read from the Hartree-Fock shift alone.

**Intervalley exchange.** Two electrons with the same spin in different valleys also exchange, with momentum transfer \(\mathbf Q\) between the valleys. If \(n_f=n/12\) is the density of one electron flavour, this adds about \(-\tfrac12n_f\sum 4\pi\varepsilon/Q^2\) per electron, summed over the other five valleys. The factor \(\varepsilon\) removes the screening contained in the units, and \(Q\) is the shortest transfer among those that differ by a reciprocal lattice vector. For valleys at 0.76 of the way from \(\Gamma\) to X and a lattice constant of 0.357 nm, with the interaction unscreened and the Bloch overlaps set to one, the estimate for \((6,3)\) is \(-2\) meV. Its magnitude is too large, because about half of it comes from the shortest transfer between opposite valleys, which the symmetry of the diamond structure forbids. Intervalley exchange is a mean-field gain from having several valleys, so it breaks the independence from \(g\), but it is small beside the 115 meV of correlation.

**Valley size.** The electron Fermi wavevector is 0.80 nm⁻¹, or 1.36 nm⁻¹ along the valley axis for an ellipsoid with \(m_t/m_l=0.2\), while each valley minimum lies 4.2 nm⁻¹ from the zone boundary. The electron pockets are well separated.

**Temperature.** A degenerate gas has entropy \(\pi^2k_B^2T/(2E_F)\) per particle, so its free energy changes by \(-\pi^2(k_BT)^2/(4E_F)\). At 100 K, \(k_BT=8.6\) meV. The Fermi energies of 48 meV for electrons and 96 meV for holes then give \(-5.7\) meV per pair at this leading order, and \(-5.6\) meV for the free gases in full. This does not by itself favour droplets, because a dilute exciton gas also gains entropy, and more of it the more dilute it is.

**Not sized.** Repeated scattering between an electron and a hole, which at low density must produce the exciton itself, is absent from RPA. Mixing among the valence bands, which changes hole exchange, and screening by lattice vibrations are also left out.

### Relation to real diamond

The exciton binding energy of diamond is roughly 80 meV, so the model's 93 meV is somewhat high. Electron-hole droplets are known in diamond at low temperature, with pair densities of the order of \(10^{20}\ \mathrm{cm^{-3}}\). The model's \(1.0\times10^{20}\ \mathrm{cm^{-3}}\) has the same size, but given the omissions above this is no proof of its accuracy. Real diamond also breaks the assumption of equal degeneracy behind the simple theorem. Going from \((6,6)\) to \((6,3)\) moves the total minimum by 23 meV and the equally filled Hartree-Fock minimum by 1.3 meV. For a power device at room temperature \(k_BT\) is about 26 meV, as large as the estimated binding against excitons, so the zero-temperature result cannot be used there to predict droplets.

For the choice posed at the outset, a Hartree-Fock comparison of two materials with similar masses and similar ratios \(g_e/g_h\) says almost nothing about the effect of their valley numbers. Correlation has to be included, on the same footing as exchange. At a fixed density of \(10^{20}\ \mathrm{cm^{-3}}\), going from \((1,1)\) to \((6,6)\) lowers the kinetic energy from 212 to 64 meV, weakens exchange from \(-173\) to \(-95\) meV and deepens RPA correlation from \(-70\) to \(-124\) meV. Exchange plus correlation thus changes by only about a tenth. Seen at fixed density, the valleys save kinetic energy and correlation repairs most of the exchange that is lost. The actual kinetic energy combined with a degeneracy-independent fit of exchange plus correlation therefore gives a rough estimate, while exchange for the actual degeneracies without the matching correlation does not. The individual values behind the table are in the numerical output.

## Numbers as computed

```
dielectric constant 5.7; masses m_e 0.5, m_h 0.4 (free mass)
reduced mass 0.2222 (free mass)
exciton Rydberg 93.06 meV; exciton radius 1.357 nm
HF minimum, closed form -0.37995 exciton Rydberg
k at HF minimum 0.5863 1/nm
HF numeric g_e=1 g_h=1: E -35.357 meV, n 6.806e+18 cm^-3
HF numeric g_e=2 g_h=2: E -35.357 meV, n 1.361e+19 cm^-3
HF numeric g_e=6 g_h=6: E -35.357 meV, n 4.084e+19 cm^-3
HF numeric g_e=6 g_h=3: E -34.037 meV, n 2.525e+19 cm^-3
largest HF binding over all g_e/g_h: factor 1.0125 of equal-g
  reached at g_e/g_h = 0.512; extra binding 0.442 meV
RPA correlation at fixed HF-minimum k, g=1: -46.59 meV
RPA correlation at fixed HF-minimum k, g=2: -65.07 meV
RPA correlation at fixed HF-minimum k, g=3: -77.98 meV
RPA correlation at fixed HF-minimum k, g=6: -103.97 meV
RPA correlation at fixed HF-minimum k, g=12: -135.50 meV
HF+RPA minimum g_e=1 g_h=1: E -85.10 meV, n 1.416e+19 cm^-3
  at that density: HF -32.66 meV, correlation -52.45 meV
HF+RPA minimum g_e=2 g_h=2: E -107.49 meV, n 3.788e+19 cm^-3
  at that density: HF -29.51 meV, correlation -77.97 meV
HF+RPA minimum g_e=6 g_h=6: E -160.18 meV, n 1.949e+20 cm^-3
  at that density: HF -18.83 meV, correlation -141.35 meV
HF+RPA minimum g_e=6 g_h=3: E -136.84 meV, n 1.025e+20 cm^-3
  at that density: HF -21.99 meV, correlation -114.86 meV
change of total minimum, (1,1) to (6,6): -75.08 meV
change of total minimum, (1,1) to (6,3): -51.74 meV
change of HF minimum, (1,1) to (6,3): +1.320 meV
high-density log slope: RPA 0.03106, theory 0.03109
second-order exchange constant: sampled 0.02401, closed 0.02418
second-order exchange per pair +18.23 meV
liquid minus exciton (1, 1): RPA 7.96 meV, with 2nd-order exchange 26.18 meV
liquid minus exciton (6, 6): RPA -67.13 meV, with 2nd-order exchange -48.90 meV
liquid minus exciton (6, 3): RPA -43.79 meV, with 2nd-order exchange -25.56 meV
electron mass ratio m_t/m_l 0.2; exchange factor 0.9466
HF minimum shift from anisotropic exchange +1.86 meV
lattice constant 0.357 nm; valley at 0.76 of Gamma-X
intervalley exchange, unscreened estimate (6,3) -1.98 meV
Fermi energies (6,3): electron 48.4 meV, hole 96.0 meV
kT at 100 K 8.62 meV; free-energy shift per pair -5.70 meV
electron k (6,3) 0.797 1/nm; valley to zone boundary 4.224 1/nm
```
